# Raman singlet shift of a biaxially strained (001) film

## 1. Result and conventions

Let a diamond-type crystal have a triply degenerate optical phonon of angular frequency $\omega$ at zero wavevector. Strain it homogeneously with $e_{xx}=e_{yy}$ and $e_{zz}$, without shear in the cubic axes. To first order in strain, the mode vibrating along $z$ shifts by

$$\Delta\omega_s=\omega_s-\omega=\frac{p\,e_{zz}+2q\,e_{xx}}{2\omega}. \tag{1}$$

Strain is positive in tension. The constants $p$ and $q$ are derivatives of the squared angular frequency with respect to strain parallel and perpendicular to the vibration, so both have the unit s$^{-2}$. If a source lists $\hat p=p/\omega^2$ and $\hat q=q/\omega^2$, the prefactor becomes $\omega/2$:

$$\Delta\omega_s=\frac{\omega}{2}\left(\hat p\,e_{zz}+2\hat q\,e_{xx}\right). \tag{2}$$

A Raman spectrum gives the wavenumber $\nu=\omega/(2\pi c)$, and division of (2) by $2\pi c$ replaces $\omega$ by $\nu$ on both sides.

Equation (1) does not assume a free surface. That condition enters in section 5, where it fixes $e_{zz}$.

## 2. The matrix of squared frequencies

At zero wavevector every cell moves alike. Let the two atoms of a cell have masses $m_1,m_2$ and displacements $\mathbf u_1,\mathbf u_2$, and let $\mathbf u=\mathbf u_1-\mathbf u_2$. With the centre of mass at rest, $m_1\mathbf u_1+m_2\mathbf u_2=0$, so

$$\mathbf u_1=\frac{m_2}{m_1+m_2}\mathbf u,\qquad \mathbf u_2=-\frac{m_1}{m_1+m_2}\mathbf u .$$

The kinetic energy is then

$$\tfrac12m_1\dot u_1^2+\tfrac12m_2\dot u_2^2
=\tfrac12\frac{m_1m_2(m_2+m_1)}{(m_1+m_2)^2}\dot u^2=\tfrac12\mu\dot u^2,
\qquad \mu=\frac{m_1m_2}{m_1+m_2}.$$

Let $E(e,\mathbf u)$ be the potential energy per cell at strain $e$. If $\mathbf u=0$ is an equilibrium, small oscillations obey $\mu\ddot u_i=-\sum_j(\partial^2E/\partial u_i\partial u_j)u_j$. The squared frequencies are therefore the eigenvalues of

$$K_{ij}(e)=\frac1\mu\left.\frac{\partial^2E}{\partial u_i\partial u_j}\right|_{\mathbf u=0}. \tag{3}$$

Here $\mathbf u$ is an actual displacement along fixed axes. It is not rescaled with the strained lattice, which would alter the kinetic energy.

The equilibrium condition must be checked, because strain can displace one sublattice against the other. Axial strains $e_{xx},e_{yy},e_{zz}$ preserve the twofold rotations about all three cubic axes. Rotation about $z$ reverses $u_x$ and $u_y$, so invariance of $E$ forbids linear terms in either. Rotation about $x$ reverses $u_z$ and forbids its linear term. Hence $\mathbf u=0$ remains an equilibrium. The same rotations forbid the products $u_xu_y$, $u_yu_z$ and $u_zu_x$, so $K$ is diagonal.

A shear $e_{xy}$ leaves only the rotation about $z$ from this set, and a force along $u_z$ becomes allowed. For general shear the static displacement must be included before (3) is evaluated.

## 3. Why two constants suffice

Expand to first order in strain:

$$K_{ij}=\omega^2\delta_{ij}+\sum_{kl}\Lambda_{ijkl}e_{kl}. \tag{4}$$

The tensor $\Lambda$ is symmetric in $ij$ and in $kl$. Let $n_x,n_y,n_z$ count how often each axis occurs among its four indices. The twofold rotation about $z$ multiplies a component by $(-1)^{n_x+n_y}$, and that about $x$ by $(-1)^{n_y+n_z}$. A nonzero component therefore needs $n_x,n_y,n_z$ of equal parity. Three odd numbers have an odd sum, but the sum is four, so all three are even.

What remains has the index patterns $xxxx$, $xxyy$ and $xyxy$. The threefold rotations permute the axes cyclically, and the diagonal mirror planes exchange two axes. All components of one pattern are therefore equal, leaving three constants:

$$p=\Lambda_{xxxx},\qquad q=\Lambda_{xxyy},\qquad r=\Lambda_{xyxy}.$$

The third multiplies shear and is absent here. A count from the characters of the 24 tetrahedral symmetry operations also gives three.

For axial strain, (4) becomes

$$\begin{aligned}
K_{xx}&=\omega^2+p\,e_{xx}+q(e_{yy}+e_{zz}),\\
K_{yy}&=\omega^2+p\,e_{yy}+q(e_{zz}+e_{xx}),\\
K_{zz}&=\omega^2+p\,e_{zz}+q(e_{xx}+e_{yy}).
\end{aligned} \tag{5}$$

With $e_{xx}=e_{yy}$ the first two are equal. They form a doublet, and the third is the singlet. Their changes in squared frequency are

$$L_d=p\,e_{xx}+q(e_{xx}+e_{zz}),\qquad L_s=p\,e_{zz}+2q\,e_{xx}. \tag{6}$$

Subtraction gives $L_s-L_d=(p-q)(e_{zz}-e_{xx})$. The splitting thus needs both a tetragonal distortion and $p\neq q$.

Under hydrostatic strain, $e_{xx}=e_{yy}=e_{zz}=e$, all three changes equal $(p+2q)e$ and no splitting occurs. Since the relative volume change is $3e$, the Grüneisen parameter is

$$\gamma=-\frac{d\ln\omega}{d\ln V}=-\frac{(p+2q)e/(2\omega^2)}{3e}=-\frac{p+2q}{6\omega^2}. \tag{7}$$

## 4. From squared frequency to frequency

Let $M_s$ collect the terms of $K_{zz}$ quadratic in strain, which (4) leaves out. Then $\omega_s^2=\omega^2+L_s+M_s+\ldots$. Using $\sqrt{1+x}=1+x/2-x^2/8+\ldots$,

$$\omega_s-\omega=\frac{L_s}{2\omega}+\left(\frac{M_s}{2\omega}-\frac{L_s^2}{8\omega^3}\right)+O(e^3). \tag{8}$$

The first term is (1). Both terms in the bracket are of second order. Taking the square root of $\omega^2+L_s$ keeps one and drops the other, so it is not a consistent second-order formula.

**The origin of the signs.** A crystal with nearest-neighbour stretching forces alone shows what $p$ and $q$ contain. Take bond length, spring constant and $\mu$ as units, and let $x$ be the bond extension. Choose a Morse energy

$$V(x)=\frac{(1-e^{-ax})^2}{2a^2},\qquad V'(x)\simeq x,\qquad V''(x)\simeq1-3ax. \tag{9}$$

For a bond of length $R$ and unit direction $\mathbf n$, the second derivative of $V$ along $z$ is $V''n_z^2+(V'/R)(1-n_z^2)$. Initially $n_z^2=1/3$ for all four bonds, so $\omega^2=4/3$.

Under $e_{zz}=e$, the extension is $x=e/3$ and $n_z^2=\frac13(1+2e-\frac23e)=\frac13(1+\frac43e)$. To first order,

$$K_{zz}=4\left[\tfrac13\left(1+\tfrac43e\right)(1-ae)+\tfrac23\cdot\tfrac e3\right]
=\tfrac43\left[1+(2-a)e\right].$$

Under $e_{xx}=e$, again $x=e/3$, but $n_z^2=\frac13(1-\frac23e)$, and

$$K_{zz}=4\left[\tfrac13\left(1-\tfrac23e\right)(1-ae)+\tfrac23\cdot\tfrac e3\right]
=\tfrac43(1-ae).$$

Thus $\hat p=2-a$ and $\hat q=-a$ in this limit. Stretched anharmonic bonds soften, which makes both constants negative when $a>2$. Bond rotation and bond tension partly offset the softening for parallel strain. This crystal has no resistance to tetragonal shear, so a stable model needs further forces, for which angular ones are a simple choice. The limit accounts for the softening but not for the size of $\hat p-\hat q$: it gives 2, the silicon-like inputs of section 7 give 0.5, and the non-central forces can even reverse its sign, as they do in the Stillinger–Weber and Tersoff potentials for silicon.

**Test with angular forces.** Add $\kappa\sum(\cos\theta+1/3)^2$ over the six bond pairs at one atom of the cell (equivalently $\kappa/2$ on each of the twelve angles per cell), with $a=2.8$ and $\kappa=0.07$. The constants, obtained from strain along $x$ alone, are $\hat p=-1.143$ and $\hat q=-1.897$. They were then used to predict the modes of a free-surface film at $e_{xx}=10^{-4}$, with $e_{zz}$ solved from the model's own condition of zero normal stress:

- Singlet: the linear formula gives $\Delta\omega/\omega=-1.48694\times10^{-4}$, and diagonalisation gives $-1.48684\times10^{-4}$.
- Doublet: the corresponding values are $-8.3970\times10^{-5}$ and $-8.3990\times10^{-5}$.

When $e_{xx}$ falls from 0.001 to 0.0005, the singlet error falls by a factor of 4.006. This is the quadratic behaviour required by (8). The model tests the theory; its constants are not fitted to silicon.

## 5. Free surface: strain and stress from the shift

A film with no load on its surface has zero normal stress. Linear cubic elasticity gives

$$0=\sigma_{zz}=C_{11}e_{zz}+2C_{12}e_{xx}
\quad\Rightarrow\quad e_{zz}=-\frac{2C_{12}}{C_{11}}e_{xx}. \tag{10}$$

Insert this in (1):

$$\Delta\omega_s=\frac{1}{2\omega}\left(-\frac{2C_{12}}{C_{11}}p+2q\right)e_{xx}
=\frac{e_{xx}}{\omega}\left(q-p\frac{C_{12}}{C_{11}}\right). \tag{11}$$

In wavenumbers, with $\nu_0$ the unstrained line position,

$$\Delta\nu_s=b\,e_{xx},\qquad b=\nu_0\left(\hat q-\hat p\frac{C_{12}}{C_{11}}\right). \tag{12}$$

The in-plane stress follows from the same elastic law:

$$\sigma=(C_{11}+C_{12})e_{xx}+C_{12}e_{zz}
=\left(C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}\right)e_{xx}. \tag{13}$$

To invert a measurement, divide $\Delta\nu_s$ by $b$ to obtain $e_{xx}$, then use (13). The inversion assumes equal in-plane strains; one line position cannot establish that equality.

**A second case: a narrow rib.** Suppose the film is etched into a narrow rib along $x=[100]$, whose free side walls relax $\sigma_{yy}$. A rib bonded to the layer below keeps part of this stress near the interface. In the ideal limit where none remains, $\sigma_{yy}=\sigma_{zz}=0$, and symmetry gives $e_{yy}=e_{zz}$. From $0=C_{12}e_{xx}+(C_{11}+C_{12})e_{zz}$,

$$e_{yy}=e_{zz}=-\eta e_{xx},\qquad \eta=\frac{C_{12}}{C_{11}+C_{12}}.$$

The third line of (5) then gives, for the $z$ mode,

$$\Delta\nu_z=\frac{\nu_0}{2}\left[\hat q-\eta(\hat p+\hat q)\right]e_{xx}. \tag{14}$$

Using (12) for such a rib would assign it the wrong strain.

## 6. Which mode the spectrometer sees

The Raman amplitude of a mode along $k$ is proportional to $\mathbf e_{\rm out}\cdot R^{(k)}\mathbf e_{\rm in}$, where $R^{(k)}_{ij}=\partial\alpha_{ij}/\partial u_k$ and $\alpha$ is the polarisability. The parity argument of section 3 now applies to three indices. Again $n_x,n_y,n_z$ must have equal parity, but their sum is three, so each equals one. The $z$ mode therefore has just the elements $xy$ and $yx$, while the doublet has $yz$ and $xz$ elements.

In ideal backscattering from (001), both polarisations lie in the film plane. The doublet is then silent, and the singlet intensity is proportional to

$$\left(e_{{\rm out},x}e_{{\rm in},y}+e_{{\rm out},y}e_{{\rm in},x}\right)^2.$$

Crossed polarisations along $x$ and $y$ show the singlet; parallel polarisations along $x$ suppress it.

A wide objective admits tilted rays. Let the input be polarised along $y$ and the output along $(\cos\theta,0,-\sin\theta)$, with $\theta$ measured inside the film. For equal Raman constants, the singlet intensity is proportional to $\cos^2\theta$ and the doublet intensity to $\sin^2\theta$. The doublet fraction is $\sin^2\theta=(\mathrm{NA}/n)^2$ for an edge ray in the $xz$ plane, where NA is the numerical aperture and $n$ the film's refractive index. A ray tilted in the $yz$ plane can keep its output polarisation along $x$, and then it shows no doublet.

In a polar zincblende film the electric field splits longitudinal (LO) from transverse phonons. With the wavevector along $z$, the $z$ mode is the LO mode. Equation (1) retains its form, but $\omega$, $p$ and $q$ must all refer to that mode.

## 7. Worked film

The example is a coherent film 8 nm thick under 1% in-plane tension, in the regime of strained silicon on a relaxed silicon–germanium layer. The inputs are assumed values of the size found in silicon, not measured data: $\nu_0=520$ cm$^{-1}$, $\hat p=-1.8$, $\hat q=-2.3$, $C_{11}=165$ GPa and $C_{12}=64$ GPa.

The normal strain is

$$e_{zz}=-\frac{2(64)}{165}(0.01)=-0.00776 .$$

The two parts of the singlet shift are

$$\frac{520}{2}(-1.8)(-0.00776)=+3.63\ \mathrm{cm^{-1}},\qquad
\frac{520}{2}\,2(-2.3)(0.01)=-11.96\ \mathrm{cm^{-1}}.$$

Their sum is $\Delta\nu_s=-8.33$ cm$^{-1}$, or $\Delta\omega_s=-1.57\times10^{12}$ rad/s. The line lies near 511.7 cm$^{-1}$. In-plane tension softens the mode, while the normal contraction recovers about 30% of that softening.

The doublet shifts by $-6.02$ cm$^{-1}$ and therefore lies 2.31 cm$^{-1}$ above the singlet. Equation (13) gives a stress of 1.79 GPa. The conversion coefficients are $b=-833$ cm$^{-1}$ per unit strain and $-4.64$ cm$^{-1}$/GPa. A line change of 0.1 cm$^{-1}$ corresponds to a strain change of $1.2\times10^{-4}$, if the constants are taken as known.

## 8. Error budget

**Phonon constants.** If $p$ and $q$ may each be wrong by 10%, the worst combination changes the shift by $0.1(3.63+11.96)=1.56$ cm$^{-1}$, or 19% of its value. This occurs when one magnitude is too large and the other too small, because their contributions oppose each other. It is the largest entry in this budget. The 10% is an assumption: published silicon sets differ by more than this in $\hat p$ and $\hat q$ separately and give $b$ from about $-700$ to $-830$ cm$^{-1}$, so the value used here lies at the large-magnitude end.

**Nonlinearity.** Keeping the square root alone changes the film's shift by $-0.07$ cm$^{-1}$. In the bond model at 1% strain, the exact shift minus that of (1), scaled to 520 cm$^{-1}$, is $+0.05$ cm$^{-1}$. Here (1) is given the model's exact normal strain, so the error of the linear elastic relation (10) is not included. The opposite sign shows that the omitted strain terms in $K$ outweigh the square-root term in that model. This depends on the forces: the same model with $\kappa=0.03$ gives $-0.03$ cm$^{-1}$, and the Tersoff and Stillinger–Weber potentials give about $-0.15$ and $-0.17$ cm$^{-1}$. For the film this supports a scale of 0.1 to 0.2 cm$^{-1}$, not a correction of known sign.

**Temperature.** With an assumed slope of $-0.022$ cm$^{-1}$/K, laser heating by 10 K gives $-0.22$ cm$^{-1}$. If ignored, it looks like extra tensile strain of $2.6\times10^{-4}$. The reference $\nu_0$ must belong to the film's temperature during measurement.

**Confinement.** A vibration with nodes at both faces of a film of thickness $h$ has lowest wavevector $Q=\pi/h$. For a parabolic branch $\nu=\nu_0-D(Qa_0/2\pi)^2$, the shift is $-D(a_0/2h)^2$. With the assumed inputs $a_0=0.543$ nm for the lattice constant and $D=120$ cm$^{-1}$,

$$-120\left(\frac{0.543}{16}\right)^2=-0.14\ \mathrm{cm^{-1}}.$$

Real interfaces need not impose perfect nodes, so this is an estimate of scale.

**Collection angle.** For NA $=0.9$ and $n=4$, an edge ray in the $xz$ plane has a doublet fraction of $(0.9/4)^2=5.1\%$. If the two lines are not resolved, the centroid for that ray moves by $0.051\times2.31=+0.12$ cm$^{-1}$. Rays nearer the axis or tilted towards $y$ contribute less, so the shift averaged over the aperture is smaller. This holds for normally incident light and the crossed polarisations of section 6; strongly focused incidence adds further tilted components.

**Dislocations.** Assume that each misfit dislocation has an in-plane edge component $a_0/(2\sqrt2)=0.192$ nm. One dislocation per 1000 nm in each in-plane direction then removes an average strain of $0.192/1000=1.92\times10^{-4}$. With the free-surface relation applied to the averages, the centroid of the line rises by 0.16 cm$^{-1}$. The relief is concentrated near each dislocation, because the spacing far exceeds the film thickness. Most of the film therefore shifts much less, and the peak moves less than the centroid.

These estimates have different signs and depend on the instrument and film, so they should not be summed into a universal correction.

**Comparison with real films.** For a silicon film under about 1% biaxial tension, the formula predicts a downward shift of several cm$^{-1}$. The constants are less secure than the algebra, so a coefficient calibrated on films whose strain is known from X-ray diffraction is preferable to the rounded $b$ used here. Patterning a film into devices can break the assumption of equal in-plane strain. For the ideal [100] rib of section 5, with $e_{xx}=0.01$ held fixed, $\eta=64/229=0.279$ and (14) gives

$$\Delta\nu_z=260\left[-2.3+0.279(4.1)\right](0.01)\simeq-3.0\ \mathrm{cm^{-1}},$$

instead of $-8.3$ cm$^{-1}$. The value depends on the rib direction: an ideal rib along [110], the usual channel direction, with 1% strain along its length and an assumed $C_{44}=80$ GPa, gives about $-3.9$ cm$^{-1}$, and (14) does not apply to it. Visible light also passes through an 8 nm film and excites the layers below, whose lines must be separated from the film's before (12) is applied.

## Values computed for the example and the checks

```
Independent strain-coupling constants: 3
Bond model anharmonicity (inverse bond lengths): 2.8
Bond model bending constant (reduced units): 0.07
Bond model squared frequency (reduced units): 1.99704
Bond model p/w^2 (dimensionless): -1.1434
Bond model q/w^2 (dimensionless): -1.8971
Bond model C12/C11 (dimensionless): 0.3588
Bond model singlet shift/w at strain 0.0001, diagonalized: -1.486844e-04
Bond model singlet shift/w at strain 0.0001, linear: -1.486939e-04
Bond model doublet shift/w at strain 0.0001, diagonalized: -8.399027e-05
Bond model doublet shift/w at strain 0.0001, linear: -8.396986e-05
Error ratio when strain falls from 0.001 to 0.0005: 4.0061
Film unstrained wavenumber: 520.0 cm^-1
Film unstrained angular frequency: 9.79499e+13 rad/s
Film p/w^2, q/w^2 (dimensionless): -1.8, -2.3
Film p: -1.7270e+28 s^-2
Film q: -2.2067e+28 s^-2
Film C11, C12: 165, 64 GPa
Film thickness: 8.0 nm
Film lattice constant: 0.543 nm
In-plane strain: 1.000 %
Normal strain: -0.7758 %
Biaxial stress: 1.7935 GPa
Normal-strain part of singlet shift: 3.6305 cm^-1
In-plane part of singlet shift: -11.9600 cm^-1
Singlet shift, linear: -8.3295 cm^-1
Singlet shift, linear: -1.5690e+12 rad/s
Singlet line position: 511.671 cm^-1
Doublet shift, linear: -6.0210 cm^-1
Singlet shift per unit in-plane strain: -832.95 cm^-1
Singlet shift per biaxial stress: -4.6442 cm^-1/GPa
Strain change for a 0.1 cm^-1 line change: 1.201e-04
Singlet shift with square root kept: -8.3973 cm^-1
Square-root correction alone: -0.0678 cm^-1
Total nonlinear error, bond-model estimate: 0.0509 cm^-1
Worst error for 10 % uncertainty in p and q: 1.5591 cm^-1
Assumed laser heating: 10.0 K
Assumed thermal line slope: -0.022 cm^-1/K
Heating shift: -0.2200 cm^-1
Apparent strain if heating is ignored: 2.641e-04
Assumed phonon dispersion coefficient: 120.0 cm^-1
Thin-film confinement shift: -0.1382 cm^-1
Objective numerical aperture: 0.9
Assumed film refractive index: 4.0
Doublet intensity fraction, edge ray: 5.062 %
Line-centroid pull, edge ray: 0.1169 cm^-1
Assumed dislocation spacing: 1000 nm
In-plane edge component per dislocation: 0.1920 nm
Strain lost to dislocations: 1.920e-04
Line change from dislocation relief: 0.1599 cm^-1
```
